# Henry's Function for Electrophoresis and Its Hückel and Smoluchowski Limits, part 2

A rigid charged sphere of radius $a$ drifts with velocity $\mathbf U=\mu\mathbf E$ in an unbounded electrolyte under a weak uniform field $\mathbf E$. We seek the mobility $\mu$ for any ratio of $a$ to the Debye length $1/\kappa$, to first order in $E$ and then in the zeta potential $\zeta$, the equilibrium potential where the liquid sticks. Units are SI; $r$ is measured from the centre, $\theta$ from the direction of $\mathbf E$, and $x=a/r$.

The liquid has permittivity $\varepsilon$, viscosity $\eta$, equilibrium potential $\psi$ and charge density $\rho_0$, with $\varepsilon\nabla^2\psi=-\rho_0$. The elementary charge is $e$ and the thermal energy $kT$. To leading order in $\zeta$,

$$\rho_0=-\varepsilon\kappa^2\zeta\frac ar e^{-\kappa(r-a)},\qquad Q=4\pi\varepsilon a(1+\kappa a)\zeta,$$

where $Q$ is the particle charge. The field changes the electrochemical potential of ion species $i$, of valence $z_i$, by $\delta\mu_i=z_ie\Phi$. No ions enter the particle, so $\partial_r\delta\mu_i=0$ at $r=a$. The field driving the ions is $-\nabla\Phi$, with components

$$-\partial_r\Phi=E\cos\theta\,(1-x^3),\qquad -\frac1r\partial_\theta\Phi=-E\sin\theta\left(1+\tfrac12x^3\right).$$

The force density on the liquid is $\mathbf f=-\rho_0\nabla\Phi$.

For comparison, the same sphere, uncharged, is pulled with velocity $\hat{\mathbf U}$ parallel to $\mathbf E$. Its Stokes flow $\hat{\mathbf u}$ has the uniform surface traction $\hat{\boldsymbol\sigma}\cdot\mathbf n=-\frac{3\eta}{2a}\hat{\mathbf U}$, with $\mathbf n$ pointing away from the particle. If $\mathbf u$ and $\boldsymbol\sigma$ are the velocity and stress in the electrophoretic problem, the reciprocal theorem reads

$$\nabla\cdot(\hat{\boldsymbol\sigma}\cdot\mathbf u-\boldsymbol\sigma\cdot\hat{\mathbf u})=\mathbf f\cdot\hat{\mathbf u}.$$

With $\mathbf w=\hat{\mathbf U}-\hat{\mathbf u}$, the flow past a fixed sphere, it gives

$$6\pi\eta a\,\mathbf U\cdot\hat{\mathbf U}=-\int\mathbf f\cdot\mathbf w\,dV,$$

$$w_r=\hat U\cos\theta\left(1-\tfrac32x+\tfrac12x^3\right),\qquad w_\theta=-\hat U\sin\theta\left(1-\tfrac34x-\tfrac14x^3\right).$$

The next step is to integrate $\mathbf f\cdot\mathbf w$ over all directions.

Q: Then the angles can be integrated.

A: Yes. Over all directions, $\cos^2\theta$ integrates to $4\pi/3$ and $\sin^2\theta$ to $8\pi/3$. The tangential product therefore counts twice. The radial product is

$$(1-x^3)\left(1-\tfrac32x+\tfrac12x^3\right)=1-\tfrac32x-\tfrac12x^3+\tfrac32x^4-\tfrac12x^6.$$

Twice the tangential product is

$$2\left(1+\tfrac12x^3\right)\left(1-\tfrac34x-\tfrac14x^3\right)=2-\tfrac32x+\tfrac12x^3-\tfrac34x^4-\tfrac14x^6.$$

The cubic terms cancel in the sum, which is

$$3-3x+\tfrac34x^4-\tfrac34x^6=3\left[1-x+\tfrac14(x^4-x^6)\right].$$

The velocity is consequently

$$U=-\frac{E}{6\pi\eta a}\,\frac{4\pi}{3}\,3\int_a^\infty\rho_0r^2\left[1-x+\tfrac14(x^4-x^6)\right]dr.$$

The numerical factor is $4\pi/6\pi=2/3$. When $\rho_0$ is inserted, its minus sign cancels the one in front, its factor $a$ cancels the $a$ below, and one power of $r$ remains:

$$U=\frac{2\varepsilon\zeta}{3\eta}f\,E,\qquad f=\kappa^2\int_a^\infty r\,e^{-\kappa(r-a)}\left[1-\frac ar+\frac{a^4}{4r^4}-\frac{a^6}{4r^6}\right]dr.$$

This is Henry's function as an integral over the ionic layer.

Q: Can the integral be done?

A: The first two terms give $\kappa^2\int_a^\infty(r-a)e^{-\kappa(r-a)}dr=1$, whatever the value of $\kappa a$. For the others I set $t=r/a$ and $s=\kappa a$. The factors of $a$ combine with $\kappa^2$ to give $s^2$:

$$f(s)=1+\frac{s^2}{4}\int_1^\infty(t^{-3}-t^{-5})e^{-s(t-1)}dt.$$

With the exponential integral $E_n(s)=\int_1^\infty t^{-n}e^{-st}dt$ this is

$$f(s)=1+\frac{s^2}{4}e^s\left[E_3(s)-E_5(s)\right],\qquad \mu=\frac{2\varepsilon\zeta}{3\eta}f(\kappa a).$$

Q: The number 1 came out before any limit was taken. Where does the rest come from physically?

A: From the bending of the field around the sphere. Suppose that the field driving the ions were uniform, with the charge and the Stokes flow unchanged. The dipole terms $-x^3$ and $+x^3/2$ would be absent from the field, and the angular sum would be

$$\left(1-\tfrac32x+\tfrac12x^3\right)+2\left(1-\tfrac34x-\tfrac14x^3\right)=3-3x.$$

That leaves the two terms whose integral is 1, so $f=1$ for every $\kappa a$. The whole difference between $f$ and 1 is therefore due to field distortion. The uniform field is an artificial comparison here, since it violates the condition of no ion flux at the surface.

This also separates two effects. The bare estimate $QE/6\pi\eta a$ contains the factor $1+\kappa a$. The opposing force on the ionic layer removes that factor, even in a uniform field. Distortion then adds the moderate increase contained in $f$.

Q: Now the limits. In the expression with $s^2e^s$ neither is obvious: for large $s$ a large factor multiplies a small difference.

A: A change of variable removes the difficulty. Factor the integrand as

$$t^{-3}-t^{-5}=t^{-5}(t-1)(t+1)=(t-1)(t^{-4}+t^{-5}),$$

and put $t=1+v/s$. Then $t-1=v/s$ and $dt=dv/s$, so the two factors $1/s$ cancel $s^2$:

$$f(s)=1+\frac14\int_0^\infty v\,e^{-v}\left[\left(1+\frac vs\right)^{-4}+\left(1+\frac vs\right)^{-5}\right]dv.$$

The variable $v$ is the distance from the surface in Debye lengths. For fixed positive $v$ the bracket tends to 0 as $s\to0$ and to 2 as $s\to\infty$. The integrand never exceeds $2ve^{-v}$, which has a finite integral, so the limits may be taken under the integral sign. With $\int_0^\infty ve^{-v}dv=1$,

$$\kappa a\to0:\quad f\to1,\quad\mu\to\frac{2\varepsilon\zeta}{3\eta};\qquad\qquad \kappa a\to\infty:\quad f\to1+\frac24=\frac32,\quad\mu\to\frac{\varepsilon\zeta}{\eta}.$$

The first is Hückel's result and the second Smoluchowski's. The bracket increases with $s$ at each positive $v$. Henry's function therefore rises steadily from 1 to 3/2, without a maximum between them.

Q: The distortion of the field is present for small $\kappa a$ too. Why does it stop mattering?

A: The dipole field falls as $(a/r)^3$. For small $\kappa a$ nearly all the countercharge lies many radii away, where the applied field is almost undisturbed. For large $\kappa a$ the charge lies against the surface, where the tangential field is $\tfrac32E\sin\theta$.

Q: I would trust the 3/2 more if it followed from a thin layer directly.

A: Take a nearly flat piece of surface, with $y$ the distance from it and $E_t$ the tangential field. Let $u_t$ be the tangential velocity relative to the surface. The balance of viscous and electric force is $\eta u_t''=-\rho_0E_t=\varepsilon\psi''E_t$. Both $u_t'$ and $\psi'$ vanish outside the layer, so one integration gives $\eta u_t'=\varepsilon\psi'E_t$. A second integration from the surface, where $u_t=0$ and $\psi=\zeta$, gives $u_t=\varepsilon(\psi-\zeta)E_t/\eta$. Outside the layer the liquid slips past the surface with velocity $-\varepsilon\zeta E_t/\eta$.

The liquid outside the layer carries no body force, and the total force is zero. The reciprocal theorem, with its uniform traction, then requires the surface average of $\mathbf U+\mathbf u_{\rm slip}$ to vanish. Hence $\mathbf U$ is $\varepsilon\zeta/\eta$ times the average tangential field. The component of that field along $\mathbf E$ is $\tfrac32E\sin^2\theta$. Since $\sin^2\theta$ averages to 2/3 over a sphere, the average is $E$ and $\mu=\varepsilon\zeta/\eta$.

With an undistorted field the factor 3/2 is missing and the average is $2E/3$. This reproduces $f=1$ for a thin layer in a uniform field, in agreement with the general integral.

Q: How close to the limits must one be before they can be used?

A: Expansion gives the approach. For small $s$ I use $e^{-s(t-1)}=1-s(t-1)+\dots$ in the integral over $t$. The two integrals required are

$$\int_1^\infty(t^{-3}-t^{-5})dt=\frac12-\frac14=\frac14,$$

$$\int_1^\infty(t-1)(t^{-3}-t^{-5})dt=1-\frac12-\frac13+\frac14=\frac5{12}.$$

Multiplication by $s^2/4$ gives

$$f=1+\frac{s^2}{16}-\frac{5s^3}{48}+\dots$$

The next integral would contain $(t-1)^2t^{-3}$, which behaves as $1/t$ and diverges logarithmically. The exponential cuts it off near $t\sim1/s$, so the next correction is of order $s^4\ln(1/s)$, not a pure power.

For large $s$ the region near $t=1$ dominates. Let $g(t)=t^{-3}-t^{-5}$. Repeated integration by parts gives

$$s^2\int_1^\infty g\,e^{-s(t-1)}dt=s\,g(1)+g'(1)+\frac{g''(1)}s+\frac{g'''(1)}{s^2}+\dots$$

The values are $g(1)=0$, $g'(1)=-3+5=2$, $g''(1)=12-30=-18$ and $g'''(1)=-60+210=150$. After division by 4,

$$f=\frac32-\frac9{2s}+\frac{75}{2s^2}-\dots$$

Relative to 3/2, the leading shortfall is $3/s$. It reaches 1% near $s=300$; the full function puts the point at $\kappa a=292$. On the other side, $f$ is 1% above 1 at $\kappa a=0.52$. The small-$s$ series is already poor there: its first correction would put the point at 0.40, and the cubic term is not small compared with the quadratic one. The full function is the safer choice between these two values of $\kappa a$.

Q: Put in numbers for a particle one might meet in a suspension.

A: I take round model parameters: $a=50$ nm, relative permittivity 80, $\eta=1$ mPa s, temperature 300 K and $\zeta=10$ mV. The salt has one positive and one negative monovalent ion, both with diffusivity $2\times10^{-9}$ m²/s. Here $kT/e=25.85$ mV, so $e\zeta/kT=10/25.85=0.39$.

I give mobilities in units of $10^{-8}$ m²/(V s). The Smoluchowski value is $\varepsilon\zeta/\eta=0.708$, and the Hückel value is two thirds of it, 0.472.

At a salt concentration of 1 mM the Debye length is 9.74 nm. Then $\kappa a=50/9.74=5.13$ and $f=1.163$, so

$$\mu=0.472\times1.163=0.549.$$

At 0.01 mM the Debye length is 97.4 nm, $\kappa a=0.513$ and $f=1.010$. The mobility is 0.477, about 1% above Hückel's value. At 100 mM the Debye length is 0.974 nm, $\kappa a=51.3$ and $f=1.424$. The mobility is 0.673, still 5% below Smoluchowski's value.

Q: What would the bare force have predicted at 1 mM?

A: The particle charge is about $170\,e$, and $Q/6\pi\eta a$ equals $0.4722\times(1+5.133)=2.90$. That is more than five times Henry's mobility. At 100 mM the bare value is 24.7, against 0.673. The countercharge cannot be left out.

Q: In practice the mobility is measured and $\zeta$ is inferred. How large is the error if I choose the wrong limit?

A: Suppose that Henry's mobility at 1 mM were the measured one. Smoluchowski's formula would return $10\times1.163/1.5=7.75$ mV, which is 22% below the assumed 10 mV. Hückel's would return $10\times1.163=11.6$ mV, which is 16% above it.

Q: All this rests on small $\zeta$. Has the approximation been compared with anything that does not make it?

A: Yes, with a numerical solution of the nonlinear Poisson–Boltzmann equation, followed by the coupled ion-transport and Stokes equations to first order in $E$. It does not use the reciprocal theorem or an expansion in $\zeta$. At $e\zeta/kT=0.005$ it was tested for $\kappa a=0.5$, 5 and 50, each with three values of the ion drag. It agreed with Henry's function to within a relative tolerance of $5\times10^{-5}$. This supports the finding that ion diffusivities drop out at leading order.

For the example at 1 mM, the numerical mobility deviates from Henry's, relative to the latter, by $-0.4\%$ at 10 mV, $-2.3\%$ at 25 mV, $-9\%$ at 50 mV and $-31\%$ at 100 mV. Henry's formula is thus too high here, and at 100 mV it is no longer a useful approximation. These percentages belong to this $\kappa a$ and these ions. The numerical output lists them with the other values.

Q: Why is the error so small at 10 mV, when $e\zeta/kT$ is as large as 0.39?

A: For two reasons. In this electrolyte the relative error begins at order $\zeta^2$, and $0.39^2=0.15$. The coefficient in front is also small: the numerical deviation of $-0.37\%$ corresponds to a magnitude of $0.0037/0.15$, about 0.025 at this $\kappa a$. I take that coefficient from the numerical solution and have not derived it. The order follows from a symmetry. The two ions have equal diffusivities and opposite valences. Reverse the signs of all charges and of the field: the two ions exchange roles, every force stays the same, and so does the velocity. Thus $U(\zeta,E)=U(-\zeta,-E)$. Since $U$ is linear in $E$, the mobility is odd in $\zeta$. Its first correction is proportional to $\zeta^3$, which is a relative correction of order $\zeta^2$.

The numerical solution shows this: at $\kappa a=5$, doubling $e\zeta/kT$ from 0.1 to 0.2 multiplies the deviation by 4.00. The symmetry argument does not cover ions of unequal valence, for which a relative correction of order $\zeta$ is not excluded.

Q: Besides large $\zeta$, what would make you reject the formula?

A: A failure of one of the conditions used on the way. Neighbouring particles must be far away compared with both $a$ and $1/\kappa$. In the most dilute case above, $1/\kappa$ is nearly twice the radius, so a suspension may be too crowded for the formula even if the particles occupy little volume. The surface must hold the liquid without slip, and no current may cross it or run along it behind the plane where the liquid sticks. Real particles can carry such a current in a layer of bound ions. It weakens the tangential field and lowers the mobility, so the formula would then return too small a zeta potential. A particle that exchanges charge with the solution changes the boundary condition on $\delta\mu_i$, and with it the dipole term that produces the rise from 1 to 3/2. The field must also be weak enough for the velocity to be proportional to it.

## Table of computed values

```
Full solver at e*zeta/kT = 0.005, ion drag group 0.5
kappa*a=  0.5: f solver=1.00934, Henry=1.00934
kappa*a=  5.0: f solver=1.15958, Henry=1.15958
kappa*a= 50.0: f solver=1.42278, Henry=1.42278
Deviation growth when zeta doubles (kappa*a=5): 3.999
Henry function
kappa*a =    0.01: f = 1.00001
kappa*a =    0.10: f = 1.00055
kappa*a =    1.00: f = 1.02666
kappa*a =   10.00: f = 1.25277
kappa*a =  100.00: f = 1.45845
kappa*a = 1000.00: f = 1.49554
f is 1% above Huckel value at kappa*a = 0.522
f is 1% below Smoluchowski value at kappa*a = 291.7
Example: model sphere in a 1:1 electrolyte
radius = 50 nm, relative permittivity = 80
viscosity = 1.0 mPa s, temperature = 300 K
zeta = 10 mV, kT/e = 25.852 mV
ion diffusivity = 2.0e-09 m^2/s, drag group = 0.4734
Mobilities in 1e-8 m^2/(V s)
Huckel = 0.4722, Smoluchowski = 0.7083
salt 0.01 mM: Debye length = 97.414 nm
  kappa*a = 0.5133, f = 1.00974
  Henry = 0.4768, full solver = 0.4760
  charge = 42.04 e, Q/(6 pi eta a) = 0.7146
salt 1 mM: Debye length = 9.741 nm
  kappa*a = 5.1327, f = 1.16292
  Henry = 0.5492, full solver = 0.5471
  charge = 170.36 e, Q/(6 pi eta a) = 2.8960
  zeta read with Smoluchowski = 7.753 mV
  zeta read with Huckel = 11.629 mV
salt 100 mM: Debye length = 0.974 nm
  kappa*a = 51.3274, f = 1.42450
  Henry = 0.6727, full solver = 0.6719
  charge = 1453.57 e, Q/(6 pi eta a) = 24.7102
Full solver relative to Henry at 1 mM
zeta =  10 mV: deviation = -0.37 %, grid change = 9e-09
zeta =  25 mV: deviation = -2.31 %, grid change = 2e-08
zeta =  50 mV: deviation = -9.04 %, grid change = 6e-09
zeta = 100 mV: deviation = -31.15 %, grid change = 1e-07
```
